# Why slow plasmons cannot screen an exciton in a doped monolayer: a numerical check

```python
# Exciton in a doped monolayer: static versus dynamical screening (eV, Angstrom).
# v(q)=2 pi e^2/(q(kappa+r0 q)); RPA W=v+Wc from a T=0 2D Fermi sea (n, g, mass m);
# B(q,w)=-Im W/pi; G(q,D)=int B/(w+D) dw=-(1/pi) int_0^inf Wc(q,i nu) D/(nu^2+D^2) dnu.
# Pair equation with one bath quantum, m_e=m_h=m, eps=hbar^2k^2/2m, D=eps_k+eps_k'-E:
#   [2 eps_k - 2 S(k,E)] psi_k - sum_k' [v - 2G(q,D)] psi_k' = E psi_k,  S=sum_q G.
# Under test: kernel only (no S): Eb_static < Eb_kernel < Eb_0;
# R=2G/|Wc(q,0)| <= wt/(wt+D), wt^2=wcl^2/(1-1/eps(q,0)), wcl^2=n v hbar^2 q^2/m;
# line shift X_free <= X_int <= X_static (free / interacting intermediate pair);
# loss of binding from the dressed gap = 2 S_on - X, S_on=sum_q G(q,eps_q).
import numpy as np
from scipy import constants as C
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import struve, y0, jv

pi = np.pi
e2 = C.e/(4*pi*C.epsilon_0)*1e10
mass, r0, kappa, g = 0.5, 40.0, 4.0, 2
hm = C.hbar**2/(mass*C.m_e*C.e)*1e20          # hbar^2/m
densities = [1e11, 1e12, 1e13]                # cm^-2
v = lambda q: 2*pi*e2/(q*(kappa + r0*q))
eps = lambda k: 0.5*hm*k*k
kfermi = lambda n: np.sqrt(4*pi*n/g)
sroot = lambda A, b: np.sqrt(A - b + 0j)*np.sqrt(A + b + 0j)
hfun = lambda A, b: 1/(A + sroot(A, b))
chi_imag = lambda q, nu, n: -4*n*np.real(hfun(eps(q) + 1j*nu, hm*q*kfermi(n)))
chi_real = lambda q, w, n: 2*n*(hfun(w - eps(q), hm*q*kfermi(n)) - hfun(w + eps(q), hm*q*kfermi(n)))
def wc_imag(q, nu, n):
    x = v(q)*chi_imag(q, nu, n)
    return v(q)*x/(1 - x)
def gl(N, a, b):
    x, w = np.polynomial.legendre.leggauss(N)
    return 0.5*(b - a)*x + 0.5*(a + b), 0.5*(b - a)*w
def gl_log(N, a, b):
    t, w = gl(N, np.log(a), np.log(b)); return np.exp(t), w*np.exp(t)
def gl_sq(N, a, b):
    u, w = gl(N, 0, np.sqrt(b - a)); return a + u*u, 2*u*w
dt = 0.5
nus = np.exp(np.arange(np.log(1e-11), np.log(1e4), dt))
def G_imag(wc_row, D):
    Dc = np.asarray(D, float)[..., None]
    return -(dt/pi)*((Dc/(nus**2 + Dc**2)) @ (nus*wc_row))
def spectral(q, n, f):
    """int B(q,w) f(w) dw on the real axis, and the undamped plasmon energy."""
    a, b = eps(q), hm*q*kfermi(n)
    total, wp = 0.0, np.nan
    for lo, hi in ([(a - b, a + b)] if a > b else [(0, b - a), (b - a, a + b)]):
        def integrand(t):
            w = lo + 0.5*(hi - lo)*(1 - np.cos(t))
            return -np.imag(v(q)/(1 - v(q)*chi_real(q, w, n)))/pi*f(w)*0.5*(hi - lo)*np.sin(t)
        total += quad(integrand, 0, pi, epsabs=0, epsrel=1e-9, limit=400)[0]
    diel = lambda w: 1 - v(q)*np.real(chi_real(q, w, n))
    if diel((a + b)*(1 + 1e-12)) < 0:
        wp = brentq(diel, (a + b)*(1 + 1e-12), 10.0, xtol=1e-15)
        dchi = 2*n*np.real(-hfun(wp - a, b)/sroot(wp - a, b) + hfun(wp + a, b)/sroot(wp + a, b))
        total += f(wp)/(-dchi)
    return total, wp

# Lindhard function against its definition
for q in (0.03, 0.08):
    n, nu = 1e-4, 0.02
    k, wk = gl(200, 0, kfermi(n)); ph = (np.arange(400) + 0.5)*2*pi/400
    D = eps(q) + hm*q*k[:, None]*np.cos(ph)
    direct = -g*np.sum(wk*k/(2*pi)*np.mean(2*D/(nu**2 + D**2), axis=1))
    assert abs(direct/chi_imag(q, nu, n) - 1) < 1e-7

# ring model: explicit electron-hole-boson Hamiltonian against the energy-dependent pair equation
N = 7; xs = np.arange(N); ks = 2*pi*xs/N; te, th = 1.0, 0.6
om = 0.4 + 0.3*np.sin(ks/2)**2; g0 = 1/(1 + 2*np.sin(ks/2)**2)
hop = lambda t: 2*t*np.eye(N) - t*(np.roll(np.eye(N), 1, 0) + np.roll(np.eye(N), -1, 0))
dist = lambda d: np.minimum(d % N, (-d) % N)
def with_bosons(H0, H1, rho, scale):
    M = len(H0); H = np.zeros((M*(N + 1),)*2, complex); H[:M, :M] = H0
    for j in range(N):
        s = slice(M*(j + 1), M*(j + 2))
        H[s, s] = H1 + om[j]*np.eye(M)
        H[s, :M] = scale*g0[j]*np.diag(rho(ks[j])); H[:M, s] = H[s, :M].conj().T
    return np.linalg.eigvalsh(H)[0]
def ring_pair(U, scale, keep_v):
    T = np.kron(hop(te), np.eye(N)) + np.kron(np.eye(N), hop(th))
    xe, xh = np.repeat(xs, N), np.tile(xs, N)
    H0 = T - np.diag(U/(1 + dist(xe - xh)))
    return with_bosons(H0, H0 if keep_v else T, lambda q: np.exp(-1j*q*xe) - np.exp(-1j*q*xh), scale)
def ring_parts(U, scale, E):
    ee, eh = 2*te*(1 - np.cos(ks)), 2*th*(1 - np.cos(ks))
    d = (xs[:, None] - xs[None, :]) % N
    vq = np.real(np.fft.fft(U/(1 + dist(xs))))/N
    P = (scale*g0[d])**2*(1/(om[d] + ee[None, :] + eh[:, None] - E) + 1/(om[d] + ee[:, None] + eh[None, :] - E))
    return np.diag(ee + eh) - vq[d], P, np.diag(P.sum(axis=1))
def ring_f(E):
    H0, K, S = ring_parts(3.0, 0.3, E); return np.linalg.eigvalsh(H0 + K - S)[0] - E
ring_bse = brentq(ring_f, -20, ring_pair(3.0, 0.0, True), xtol=1e-13)
ring_ed = ring_pair(3.0, 0.3, False)
assert abs(ring_bse - ring_ed) < 1e-9
gap_ed = -sum(with_bosons(hop(t), hop(t), lambda q: np.exp(-1j*q*xs), 0.02) for t in (te, th))
gap_pt = sum(np.sum((0.02*g0)**2/(om + 2*t*(1 - np.cos(ks)))) for t in (te, th))
assert abs(gap_ed/gap_pt - 1) < 1e-2          # difference is fourth order in the coupling
Et = ring_pair(60.0, 0.0, True); X_tight = Et - ring_pair(60.0, 0.02, True)
H0, K, S = ring_parts(60.0, 0.02, Et); u = np.linalg.eigh(H0)[1][:, 0]; K_tight = u @ K @ u
assert 0 <= X_tight < 1e-2*gap_ed and K_tight < 0.1*gap_ed

# Gaussian basis exp(-alpha r^2)
al = np.geomspace(2e-5, 1.0, 15); nr = np.sqrt(2*al/pi)
A = al[:, None] + al[None, :]; NN = np.outer(nr, nr)
Ov = NN*pi/A; Tk = NN*hm*4*np.outer(al, al)*pi/A**2; R2 = NN*pi/A**2
local = lambda q, wq, W: NN*pi/A*(np.exp(-q**2/(4*A[..., None])) @ (wq*W))
def ground(H):
    w, c = eigh(H, Ov); return w[0], c[:, 0]*np.sign(c[:, 0] @ (nr/al))
rms = lambda c: np.sqrt(c @ R2 @ c)
def qgrid(n):
    k2 = 2*kfermi(n)
    p = [gl_sq(8, 0, 1e-3), gl_log(24, 1e-3, k2), gl_sq(14, k2, 2*k2), gl_log(36, 2*k2, 15.0)]
    q = np.concatenate([x[0] for x in p]); return q, np.concatenate([x[1] for x in p])*q/(2*pi)
p = [gl(5, 0, 2e-3), gl_log(20, 2e-3, 0.1), gl_log(26, 0.1, 12.0)]
k = np.concatenate([x[0] for x in p]); wk = np.concatenate([x[1] for x in p])*k/(2*pi)
cth = np.cos((np.arange(12) + 0.5)*pi/12)
phi = (nr*pi/al)[:, None]*np.exp(-k**2/(4*al[:, None]))
q, wq = qgrid(1e-4)
Hbare = Tk - local(q, wq, v(q)); E0, c0 = ground(Hbare)
a0 = rms(c0); T0 = c0 @ Tk @ c0; qs = 1/a0; Dbar = T0 - E0

# real-space radial finite differences
h = 0.25; r = (np.arange(400) + 0.5)*h
Vr = pi*e2/(2*r0)*(struve(0, kappa*r/r0) - y0(kappa*r/r0))
def radial(m, attract):
    off = -hm*(r[:-1] + h/2)/(h*h*np.sqrt(r[:-1]*r[1:]))
    return eigh_tridiagonal(2*hm/h**2 + hm*m*m/r**2 - attract*Vr, off, select='v', select_range=(-5, 60))
w, U = radial(0, 1); E0_fd, u0 = w[0], U[:, 0]
assert abs(E0_fd - E0) < 1e-3 and abs(np.sqrt(np.sum(u0**2*r**2))/a0 - 1) < 5e-3
waves = {(m, s): radial(m, s) for m in range(1, 20, 2) for s in (0, 1)}

rows = {}
put = lambda key, val: rows.setdefault(key, []).append(val)
for ncm in densities:
    n = ncm*1e-16
    q, wq = qgrid(n); wc0 = wc_imag(q, 0.0, n)
    kp2 = k[None, :, None]**2 + q[:, None, None]**2 - 2*k[None, :, None]*q[:, None, None]*cth
    phip = (nr*pi/al)[:, None, None, None]*np.exp(-kp2[None]/(4*al[:, None, None, None]))
    kin = 0.5*hm*(kp2 + k[None, :, None]**2)
    def dynamic(E, table):
        Gw = np.array([wq[i]*G_imag(table[i], kin[i] - E) for i in range(len(q))])/len(cth)
        M = (phi*wk) @ (2*(phip*Gw).sum(axis=(1, 3))).T
        # upper triangle: the function narrower in k sits on the k grid
        return np.triu(M) + np.triu(M, 1).T, (phi*wk*2*Gw.sum(axis=(0, 2))) @ phi.T
    def solve(table, with_S):
        E = E0
        for it in range(60):
            K, S2 = dynamic(E, table); En, c = ground(Hbare + K - with_S*S2)
            if abs(En - E) < 1e-6: return En, c
            E = En
        raise AssertionError("no convergence")
    table = wc_imag(q[:, None], nus, n)
    # real axis against sum rules and imaginary axis at q = 1/a
    wcl2 = n*v(qs)*hm*qs**2; w0 = -wc_imag(qs, 0.0, n); wt = np.sqrt(wcl2*v(qs)/w0)
    assert abs(2*spectral(qs, n, lambda x: x)[0]/(v(qs)*wcl2) - 1) < 1e-5
    assert abs(2*spectral(qs, n, lambda x: 1/x)[0]/w0 - 1) < 1e-5
    Gr, wp = spectral(qs, n, lambda x: 1/(x + Dbar))
    assert abs(Gr/G_imag(wc_imag(qs, nus, n), Dbar) - 1) < 1e-5
    Ds = np.geomspace(0.02, 2, 9)
    for i in np.where(q > 1e-3)[0]:
        wti = np.sqrt(n*v(q[i])**2*hm*q[i]**2/(-wc0[i]))
        assert np.all(2*G_imag(table[i], Ds)/(-wc0[i]) <= wti/(wti + Ds)*(1 + 1e-6))
    assert wt < Dbar and 2*Gr/w0 < 0.5
    # binding energies
    Kst = local(q, wq, -wc0); Es, cs = ground(Hbare + Kst)
    Ek, ck = solve(table, 0); Ef, cf = solve(table, 1)
    for c in (cs, ck):
        assert (c @ phi).min() > -1e-4*(c @ phi).max()
    assert E0 < Ek < Es < 0
    S2st = -wq @ wc0
    S2 = lambda d: 2*sum(wq[i]*G_imag(table[i], eps(q[i]) + d) for i in range(len(q)))
    S2on = S2(1e-8); Z = 1/(1 + 0.5*(S2(1e-5) - S2(2e-5))/1e-5)
    assert Es - S2st < Ef < E0 and S2on < S2st and rms(cf) < rms(cs)
    # first order in Wc
    K, Sm = dynamic(E0, table)
    K1, Soff, Kst1 = c0 @ K @ c0, c0 @ Sm @ c0, c0 @ Kst @ c0
    Xr = [0.0, 0.0]; sel = np.where(q < 2)[0]
    for m in range(1, 20, 2):
        src = jv(m, 0.5*q[sel, None]*r)*u0
        for s in (0, 1):
            w, U = waves[m, s]; amp2 = 8*(src @ U)**2
            Xr[s] += sum(wq[i]*amp2[j] @ G_imag(table[i], w - E0_fd + 0.5*eps(q[i])) for j, i in enumerate(sel))
    Xf, Xst = Soff - K1, S2st - Kst1
    assert abs(Xr[0]/Xf - 1) < 1e-2
    assert Xr[0] < Xr[1] < Xst and S2on - Xr[1] > 2*K1
    if ncm == 1e12:
        E10 = solve(wc_imag(q[:, None], nus/10, n), 0)[0]
        Efast = solve(wc_imag(q[:, None], nus/1e4, n), 0)[0]
        assert Ek < E10 < Es and abs(Efast - Es) < 1e-3
    for key, val in [("k_F [1/A]", kfermi(n)), ("E_F [meV]", 1e3*eps(kfermi(n))),
        ("eps(1/a,0) [1]", 1/(1 - w0/v(qs))), ("w_classical(1/a) [meV]", 1e3*np.sqrt(wcl2)),
        ("continuum top(1/a) [meV]", 1e3*(eps(qs) + hm*qs*kfermi(n))),
        ("RPA plasmon(1/a), nan=none [meV]", 1e3*wp), ("w_tilde(1/a) [meV]", 1e3*wt),
        ("w_tilde/Eb0 [1]", -wt/E0), ("R(1/a,Dbar) [1]", 2*Gr/w0), ("bound on R [1]", wt/(wt + Dbar)),
        ("Eb static [meV]", -1e3*Es), ("Eb kernel only [meV]", -1e3*Ek),
        ("loss static [meV]", 1e3*(Es - E0)), ("loss kernel only [meV]", 1e3*(Ek - E0)),
        ("rms radius static [A]", rms(cs)), ("rms radius kernel only [A]", rms(ck)),
        ("rms radius kernel+S [A]", rms(cf)), ("line redshift static [meV]", 1e3*(E0 - Es + S2st)),
        ("line redshift kernel+S [meV]", 1e3*(E0 - Ef)), ("gap drop 2S_static [meV]", 1e3*S2st),
        ("gap drop 2S_on [meV]", 1e3*S2on), ("carrier weight Z [1]", Z),
        ("1st: K_static=L_static [meV]", 1e3*Kst1), ("1st: K_dyn [meV]", 1e3*K1),
        ("1st: K_dyn/K_static [1]", K1/Kst1), ("1st: 2<S> off shell [meV]", 1e3*Soff),
        ("1st: X_free k-space [meV]", 1e3*Xf), ("1st: X_free r-space [meV]", 1e3*Xr[0]),
        ("1st: X_int [meV]", 1e3*Xr[1]), ("1st: X_static [meV]", 1e3*Xst),
        ("1st: L=2S_on-X_int [meV]", 1e3*(S2on - Xr[1])),
        ("1st: recoil 2S_st-2S_on [meV]", 1e3*(S2st - S2on)),
        ("1st: X_static-X_int [meV]", 1e3*(Xst - Xr[1])),
        ("1st: L_static-L [meV]", 1e3*(Kst1 - S2on + Xr[1]))]:
        put(key, val)

print(f"m = {mass} m0, r0 = {r0} A, kappa = {kappa}, g = {g}")
print(f"e^2 = {e2:.4f} eV A, hbar^2/m = {hm:.4f} eV A^2")
print(f"Eb0 = {-1e3*E0:.1f} meV (Gaussians), {-1e3*E0_fd:.1f} meV (finite differences)")
print(f"Eb0 = {-E0/C.physical_constants['Hartree energy in eV'][0]:.5f} hartree")
print(f"rms radius a = {a0:.2f} A, 1/a = {qs:.4f} 1/A, v(1/a) = {v(qs):.1f} eV A^2")
print(f"<T> = {1e3*T0:.1f} meV, Dbar = Eb0+<T> = {1e3*Dbar:.1f} meV, eps(1/a) = {1e3*eps(qs):.1f} meV")
print(f"{'n [cm^-2]':34s}" + "".join(f"{x:11.0e}" for x in densities))
for key, vals in rows.items():
    print(f"{key:34s}" + "".join(f"{x:11.4g}" for x in vals))
print(f"n=1e12, bath x10 faster: Eb kernel = {-1e3*E10:.1f} meV")
print(f"n=1e12, bath x1e4 faster: Eb kernel = {-1e3*Efast:.1f} meV")
print(f"ring N={N}, te={te}, th={th}, U=3, coupling 0.3 (energies in te):")
print(f"  E diagonalized = {ring_ed:.8f}, E pair equation = {ring_bse:.8f}")
print(f"ring U=60, coupling 0.02: gap drop = {gap_ed:.4e} (diag.), {gap_pt:.4e} (formula)")
print(f"  X/gap drop = {X_tight/gap_ed:.2e}, K_dyn/gap drop = {K_tight/gap_ed:.3f}")
print("all assertions hold")
```

Output:

```
m = 0.5 m0, r0 = 40.0 A, kappa = 4.0, g = 2
e^2 = 14.3996 eV A, hbar^2/m = 15.2399 eV A^2
Eb0 = 214.0 meV (Gaussians), 214.1 meV (finite differences)
Eb0 = 0.00786 hartree
rms radius a = 13.45 A, 1/a = 0.0744 1/A, v(1/a) = 174.5 eV A^2
<T> = 99.3 meV, Dbar = Eb0+<T> = 313.3 meV, eps(1/a) = 42.1 meV
n [cm^-2]                               1e+11      1e+12      1e+13
k_F [1/A]                            0.007927    0.02507    0.07927
E_F [meV]                              0.4788      4.788      47.88
eps(1/a,0) [1]                          1.084      1.953      4.644
w_classical(1/a) [meV]                  12.12      38.34      121.2
continuum top(1/a) [meV]                51.12      70.54        132
RPA plasmon(1/a), nan=none [meV]          nan      70.59      154.5
w_tilde(1/a) [meV]                      43.61      54.89      136.9
w_tilde/Eb0 [1]                        0.2038     0.2565     0.6396
R(1/a,Dbar) [1]                        0.1214     0.1412     0.2854
bound on R [1]                         0.1222     0.1491      0.304
Eb static [meV]                         99.28       33.6      4.436
Eb kernel only [meV]                    210.1      195.7      148.1
loss static [meV]                       114.7      180.4      209.6
loss kernel only [meV]                  3.859      18.26      65.91
rms radius static [A]                   14.09      18.16       49.3
rms radius kernel only [A]              13.42      13.45      14.06
rms radius kernel+S [A]                  13.5      13.85      15.44
line redshift static [meV]              5.181      25.87      102.3
line redshift kernel+S [meV]           0.4863      3.785       21.5
gap drop 2S_static [meV]                119.9      206.3      311.9
gap drop 2S_on [meV]                    88.48      152.8      233.8
carrier weight Z [1]                   0.1131     0.2227     0.4067
1st: K_static=L_static [meV]            114.9      183.9      236.8
1st: K_dyn [meV]                        3.809      17.24      55.38
1st: K_dyn/K_static [1]               0.03315    0.09376     0.2339
1st: 2<S> off shell [meV]               4.294      20.98      75.95
1st: X_free k-space [meV]              0.4851      3.731      20.57
1st: X_free r-space [meV]              0.4846      3.727      20.55
1st: X_int [meV]                       0.7852      5.736      28.55
1st: X_static [meV]                     5.002      22.36       75.1
1st: L=2S_on-X_int [meV]                87.69      147.1      205.2
1st: recoil 2S_st-2S_on [meV]           31.43      53.49      78.09
1st: X_static-X_int [meV]               4.216      16.63      46.55
1st: L_static-L [meV]                   27.21      36.86      31.54
n=1e12, bath x10 faster: Eb kernel = 110.6 meV
n=1e12, bath x1e4 faster: Eb kernel = 33.7 meV
ring N=7, te=1.0, th=0.6, U=3, coupling 0.3 (energies in te):
  E diagonalized = -1.80383652, E pair equation = -1.80383652
ring U=60, coupling 0.02: gap drop = 2.9909e-03 (diag.), 2.9996e-03 (formula)
  X/gap drop = 6.66e-05, K_dyn/gap drop = 0.012
all assertions hold
```
